\section*{Reading a hafnium 4f photoemission doublet: spin-orbit constant and line areas}

\section{The problem}

A photoemission spectrum of hafnia shows the hafnium 4f level as two lines separated by $\Delta=1.7$ eV. The 4f shell is full before the photon arrives, and each line belongs to the removal of one electron from it.

\begin{enumerate}
\item Find the one-electron spin-orbit constant $\zeta$, defined by
\begin{equation}
h_{\rm so}=\zeta\,\mathbf l\cdot\mathbf s ,
\label{eq:def}
\end{equation}
where $\mathbf l$ and $\mathbf s$ are the orbital and spin angular momenta in units of $\hbar$. With this convention $\zeta$ is an energy.
\item Say which line has the higher binding energy.
\item Find the ideal ratio of the line areas, and state what ``ideal'' requires.
\item Take the reading uncertainty of $\Delta$ to be 0.05 eV and find that of $\zeta$. Then judge which neglected effects matter for a hafnia film.
\end{enumerate}

The algebra uses atomic units. To leading order in the fine-structure constant $\alpha$, an electron with potential energy $V(r)$ has
\begin{equation}
\zeta=\frac{\alpha^2}{2}\left\langle \frac1r\frac{dV}{dr}\right\rangle ,
\label{eq:radial}
\end{equation}
the average being taken over the 4f radial function. Here $\zeta$ is not computed from a potential but inferred from the spectrum. One radial function is assumed to serve for all 4f states.

\section{Hints}

\begin{enumerate}
\item Square $\mathbf j=\mathbf l+\mathbf s$. This turns $\mathbf l\cdot\mathbf s$ into a function of $j$.
\item Count the states at each $j$. The energies weighted by these numbers must add to zero, because $\mathbf l\cdot\mathbf s$ has zero trace.
\item The spectrum shows the energy of an ion with a hole. Ask what happens to the total energy when the electron removed had a high orbital energy.
\item Repulsion among the 4f electrons does not depend on the direction of the total orbital or spin angular momentum. How many different terms can a shell with a single hole have?
\item For the areas, write the operator that selects one value of $j$ as a constant plus a multiple of $\mathbf l\cdot\mathbf s$. If the detector ignores spin, sum over spin first.
\end{enumerate}

\section{Solution}

\subsection{The two orbital energies}

Orbital and spin operators commute, so
\begin{equation}
\mathbf j^2=(\mathbf l+\mathbf s)^2=\mathbf l^2+\mathbf s^2+2\,\mathbf l\cdot\mathbf s .
\end{equation}
In a state of definite $j$, the squares have the values $j(j+1)$, $l(l+1)$ and $\tfrac12\cdot\tfrac32=\tfrac34$. Solving for the product gives
\begin{equation}
\mathbf l\cdot\mathbf s=\tfrac12\left[j(j+1)-l(l+1)-\tfrac34\right].
\label{eq:ls}
\end{equation}
For $l=3$ the possible values are $j=7/2$ and $j=5/2$. Then
\begin{align}
j=\tfrac72:\quad \mathbf l\cdot\mathbf s&=\tfrac12\left[\tfrac{63}{4}-12-\tfrac34\right]=\tfrac32,\\
j=\tfrac52:\quad \mathbf l\cdot\mathbf s&=\tfrac12\left[\tfrac{35}{4}-12-\tfrac34\right]=-2 .
\end{align}
Measured from the 4f energy without spin-orbit coupling, the orbital energies are therefore
\begin{equation}
\varepsilon_{7/2}=\tfrac32\zeta,\qquad \varepsilon_{5/2}=-2\zeta .
\label{eq:eps}
\end{equation}
There are $2j+1$ states at each $j$, which is eight and six. The weighted sum is $8(\tfrac32\zeta)+6(-2\zeta)=0$, as the zero trace demands. A full shell thus gains no energy from spin-orbit coupling at this order.

\subsection{From orbital energies to binding energies}

The binding energy $B_j$ is the energy of the ion left behind minus the energy of the initial system. The initial shell is full and its spin-orbit energy is zero. Removing an electron of energy $\varepsilon_j$ leaves the spin-orbit energy $0-\varepsilon_j$. All other contributions are collected in $C$:
\begin{equation}
B_j=C-\varepsilon_j .
\label{eq:binding}
\end{equation}

This is useful if $C$ is the same for both lines. Repulsion within the 4f shell meets that condition for the following reason. A hole in the orbital with quantum numbers $(m,m_s)$ leaves the shell with total projections $M_L=-m$ and $M_S=-m_s$. The fourteen possible holes therefore give each pair of projections with $|M_L|\le3$ and $|M_S|=\tfrac12$ once. They form a single term with $L=3$ and $S=\tfrac12$. The Coulomb repulsion commutes with the total orbital and spin angular momenta, whose raising and lowering operators connect all fourteen states. It must give them all the same energy.

The response of the other electrons to the hole also enters $C$, provided that it is the same for both values of $j$. That is an assumption of the model. The constant found from the spectrum then belongs to the relaxed ion with a 4f hole, and it need not equal the constant of the neutral atom.

Substituting (\ref{eq:eps}) into (\ref{eq:binding}) gives
\begin{equation}
B_{7/2}=C-\tfrac32\zeta,\qquad B_{5/2}=C+2\zeta .
\end{equation}
The screened attraction of the nucleus makes $V$ rise with $r$, so (\ref{eq:radial}) gives $\zeta>0$. The 5/2 line therefore has the higher binding energy. An electron that lies lower in energy costs more to remove. The separation is
\begin{equation}
\Delta=B_{5/2}-B_{7/2}=2\zeta+\tfrac32\zeta=\tfrac72\zeta .
\label{eq:split}
\end{equation}

\subsection{The spin-orbit constant}

Inverting (\ref{eq:split}),
\begin{equation}
\zeta=\frac{2\Delta}{7}=\frac{2(1.7\ \text{eV})}{7}=0.486\ \text{eV}.
\label{eq:zeta}
\end{equation}
In atomic units this is 0.018 hartree. The relation is linear, so an error in the separation is multiplied by the same factor:
\begin{equation}
\delta\zeta=\frac{2\,\delta\Delta}{7}=\frac{2(0.05\ \text{eV})}{7}=0.014\ \text{eV}.
\end{equation}
The reading gives $\zeta=0.49\pm0.01$ eV. This uncertainty covers the reading alone and no defect of the model.

The lines do not lie symmetrically about $C$. The 7/2 line lies $\tfrac32\zeta=0.73$ eV below it in binding energy and the 5/2 line lies $2\zeta=0.97$ eV above. Thus $C$ is the centroid weighted by eight and six, not the midpoint. A uniform electrostatic potential in the film, or a different choice of energy zero, changes $C$ and leaves $\zeta$ unchanged.

\subsection{The areas}

Counting states suggests the ratio $8:6$. The count becomes an intensity ratio only if an average state of each level emits equally well, and this has to be shown.

Let $a_m$ be the amplitude for the photon to take an electron from the 4f orbital $m$ into a chosen outgoing wave. It contains the polarization of the light, the direction of emission and the radial integrals. Assume that $a_m$ does not depend on spin and is the same function for both lines. A 4f state of definite $j$ has components $c_{m\sigma}$, where $\sigma$ is the spin projection. If spin is not detected, its emission probability is proportional to
\begin{equation}
\sum_\sigma\Big|\sum_m a_m c_{m\sigma}\Big|^2
=\sum_\sigma\sum_{m m'}c^*_{m\sigma}\,A_{mm'}\,c_{m'\sigma},
\qquad A_{mm'}=a_m^*a_{m'} .
\end{equation}
The right side is the expectation value of $A\otimes1$, where the unit operator acts on spin. Holes in different states of one level leave different, orthogonal ions, so their probabilities add. With $P_j$ the projector onto the level,
\begin{equation}
I_j\propto \mathrm{Tr}\left[P_j\,(A\otimes1)\right].
\label{eq:int}
\end{equation}
If the detector accepts several directions, their operators $A$ are added and (\ref{eq:int}) keeps its form.

For general $l\ge1$, equation (\ref{eq:ls}) gives $\mathbf l\cdot\mathbf s=l/2$ at $j=l+\tfrac12$ and $-(l+1)/2$ at $j=l-\tfrac12$. A linear expression in $\mathbf l\cdot\mathbf s$ can be made equal to one on one level and zero on the other:
\begin{align}
P_+&=\frac{\mathbf l\cdot\mathbf s+(l+1)/2}{l/2+(l+1)/2}
=\frac{l+1+2\,\mathbf l\cdot\mathbf s}{2l+1},\label{eq:pp}\\
P_-&=1-P_+=\frac{l-2\,\mathbf l\cdot\mathbf s}{2l+1}.\label{eq:pm}
\end{align}
Now sum over spin. The unit operator has spin trace 2, while each component of $\mathbf s$ has eigenvalues $\pm\tfrac12$ and trace zero. The term $\mathbf l\cdot\mathbf s$ therefore disappears:
\begin{equation}
\mathrm{Tr}_{\rm spin}P_+=\frac{2(l+1)}{2l+1}\,1,\qquad
\mathrm{Tr}_{\rm spin}P_-=\frac{2l}{2l+1}\,1 ,
\label{eq:traces}
\end{equation}
where the remaining unit operator acts on the orbitals. Both areas are multiples of the same number $\mathrm{Tr}\,A$, which cancels:
\begin{equation}
\frac{I_+}{I_-}=\frac{l+1}{l},\qquad
\frac{I_{7/2}}{I_{5/2}}=\frac43 .
\label{eq:ratio}
\end{equation}
The 7/2 line holds 57.1\% of the total area and the 5/2 line 42.9\%.

No average over emission direction was needed. Turning the sample or the polarization can change $\mathrm{Tr}\,A$, and hence the total signal, but within these assumptions it does not change the ratio. The ideal ratio is guaranteed by a closed initial shell, levels of definite $j$ that are not mixed with each other, a spin-independent transition, equal radial amplitudes for the two lines and no detection of spin.

The ratio does not contain $\Delta$. The separation fixes $\zeta$, while the ratio follows from $l$ and the stated conditions. If $\zeta$ tends to zero, the lines merge, although the weights of the two groups of states remain $4:3$. If the 4f shell is partly filled at the start, the single-term argument no longer applies in general, and neither (\ref{eq:split}) nor (\ref{eq:ratio}) may be taken over without a new calculation.

\section{How far can the reading be trusted?}

\subsection{Overlapping lines}

Suppose each line is a Gaussian of the same width, with areas $4:3$ and centres 1.7 eV apart. At the centre of the first line its own slope is zero, but the tail of the second still rises toward the second centre. The maximum of the sum is therefore displaced toward the second line. The same argument at the second centre gives a displacement toward the first. The distance between raw maxima is too small.

For a full width at half maximum of 1.2 eV, the maxima are 1.686 eV apart and would give $\zeta=0.482$ eV. For 1.5 eV they are 1.570 eV apart and would give 0.448 eV. The second value lies 0.037 eV below the true constant of this model, more than twice the reading uncertainty of 0.014 eV.

Heights are affected too. Let $q$ be the value of one unit-height line at the centre of the other. The heights at the two centres are in the ratio
\begin{equation}
\frac{4+3q}{3+4q}<\frac43\qquad(q>0),
\end{equation}
because cross-multiplication gives $12+9q<12+16q$. At the displaced maxima the calculated ratios are 1.330 and 1.306 for the two widths. The areas are still $4:3$. A fit should therefore use two components and compare their areas after the background has been removed.

\subsection{Crystal field and oxygen 2s}

The surrounding ions add an orbital potential $U$. Its average over the 4f orbitals shifts both lines equally, so take $\mathrm{Tr}\,U=0$. To first order the sum of the level shifts within one $j$ is $\mathrm{Tr}[P_j(U\otimes1)]$. By (\ref{eq:traces}) this is a multiple of $\mathrm{Tr}\,U$ and vanishes. The field spreads each level but leaves its centroid in place. In second order the two levels repel, and the centroid separation grows as the square of the field.

As a size estimate, take an axial field $U\propto l_z^2-4$ with an assumed root-mean-square strength of 0.05 eV. It spreads the 7/2 states over 0.124 eV and the 5/2 states over 0.111 eV. The centroid separation grows by only 0.0004 eV. At half the field the growth is 0.0001 eV, consistent with the quadratic law.

These centroids count every state once. In an oriented film seen from one direction, the states of a level emit unequally, and the field also mixes the two levels. Both effects are of first order in the field. With the same field and a simple f-wave model of the emission amplitudes, the separation of the measured centroids changes by up to about 0.002 eV and the area ratio by up to about 2\%. These small values, like the centroid growth above, belong to the form $l_z^2-4$, which acts almost alike on the two levels. A real site also has components of rank 4 and 6. Fields of the same strength built from seven ligands in random directions give, in the same model and the least favourable direction, changes near 0.02 eV and 10 to 15\%.

Oxygen 2s states lie at higher binding energy. For one 4f state at $B$ coupled by $v$ to one oxygen state at $B_{\rm O}$, the lower root of the two-level problem is
\begin{equation}
B'=\frac{B+B_{\rm O}}2-\sqrt{\left(\frac{B_{\rm O}-B}{2}\right)^2+v^2}
\simeq B-\frac{v^2}{B_{\rm O}-B},
\end{equation}
where the last form holds for $v\ll B_{\rm O}-B$. The 5/2 line is nearer to oxygen 2s and moves down more, so the separation shrinks. With rough positions of 17 eV for $4f_{7/2}$ and 23 eV for oxygen 2s, and an assumed $v=0.3$ eV,
\begin{equation}
\Delta'-\Delta\simeq-\frac{0.3^2}{4.3}\ \text{eV}+\frac{0.3^2}{6.0}\ \text{eV}
=-0.006\ \text{eV}.
\end{equation}
This shift applies to the whole lines only if every 4f state is coupled this strongly to an oxygen state of its own. If fewer 4f states are coupled, the centroids move less. The estimate concerns positions alone. Oxygen 2s emission lying beneath the 4f lines could also distort the areas, and its size is not estimated here.

\subsection{Unequal amplitudes and higher relativistic terms}

With a rough photon energy of 1487 eV, and with the work function neglected, the outgoing electrons have 1470.0 eV for the 7/2 line and 1468.3 eV for the 5/2 line. If the cross section falls as the inverse cube of kinetic energy, an assumed law, the ratio becomes
\begin{equation}
\frac43\left(\frac{1468.3}{1470.0}\right)^3=1.329,
\end{equation}
about 0.3\% below the ideal value. Near a threshold or a minimum of the cross section, this smooth law is not a safe guide.

The 4f radial functions can themselves differ between the levels. If the 7/2 amplitude is larger by an assumed 1\%, the area ratio is $\tfrac43(1.01)^2=1.360$, or 2\% above ideal. The square makes the area twice as sensitive as the amplitude, to first order. The sign chosen here is only an illustration. For hafnium, estimates with relativistic 4f functions give a ratio of about 1.28 at this photon energy in a screened Thomas--Fermi potential and about 1.27 in a self-consistent local-exchange potential of the free atom, roughly 4 to 5\% below ideal.

Formula (\ref{eq:radial}) is itself a leading-order result. For a hydrogen-like ion of charge $Z$, $V=-Z/r$ and $\langle r^{-3}\rangle=Z^3/[n^3l(l+\frac12)(l+1)]$, so that
\begin{equation}
\zeta=\frac{\alpha^2Z^4}{2n^3l(l+\frac12)(l+1)} .
\end{equation}
A 4f electron has the present $\zeta$ at $Z=36.6$. The Dirac splitting at that charge is 0.57\% larger than $7\zeta/2$. Within this comparison, the simple inversion (\ref{eq:zeta}) would overstate the $\zeta$ of (\ref{eq:radial}) by about 0.003 eV. The hydrogen-like ion is too gentle a model for hafnium, however, where the 4f electron moves in the screened field of a much larger nuclear charge. In a screened Thomas--Fermi potential with nearly the observed splitting, the excess is about 4\%, or 0.02 eV in $\zeta$, which is more than the reading uncertainty. The value depends on the potential: a self-consistent local-exchange potential, whose splitting is about 2.0 eV, gives about 5\%, or 0.026 eV. The value in (\ref{eq:zeta}) is therefore best read as an effective constant that reproduces the splitting.

\subsection{The hafnia film}

The separation of 1.7 eV and the positions near 17 and 23 eV are rough values typical of hafnia, and the positions depend on the chosen energy zero. The two Gaussian widths represent clearly resolved and more strongly overlapping lines. Among the energy effects sized here, overlap is the largest if raw maxima are used: at a width of 1.5 eV it lowers the inferred $\zeta$ by about 8\%. In a ferroelectric capacitor film, a potential that varies over the sampled depth gives different shifts to different layers and broadens both lines. Two kinds of hafnium site with different $C$ give two displaced doublets. If the assumptions above hold for each site, each doublet can be fitted with the same separation and the area ratio (\ref{eq:ratio}). In practice the unequal amplitudes move the ratio by several percent, and in an oriented film seen from one direction a crystal field of the assumed strength can move it by as much or more, so it should not be held at exactly $4:3$ without a check. A larger departure is a reason to examine the background and the oxygen 2s emission before changing $\zeta$.

\section{Variation 1: another shell}

\textit{A filled d shell shows the same separation of 1.7 eV. Find $\zeta$ and the ideal area ratio.}

The two values of $\mathbf l\cdot\mathbf s$ found above give the general separation
\begin{equation}
\Delta=\zeta\left[\frac l2+\frac{l+1}{2}\right]=\left(l+\tfrac12\right)\zeta .
\end{equation}
For $l=2$,
\begin{equation}
\zeta=\frac{2\Delta}{5}=0.68\ \text{eV},\qquad
\frac{I_{5/2}}{I_{3/2}}=\frac32 .
\end{equation}
The same separation thus means a different constant in a different shell. As $l$ grows, the ideal ratio $(l+1)/l$ approaches one. For $l=0$ there is a single value $j=\tfrac12$ and no spin-orbit doublet.

\section{Variation 2: detecting the spin}

\textit{Circularly polarized light travels along $z$ and raises $m$ by one. Electrons are collected over all directions, and their spin along $z$ is measured. The radial amplitudes into d and g waves are 0.3 and 1.0 in relative units. Find the 4f area ratio for each spin.}

For spin up, $\langle\uparrow|\mathbf l\cdot\mathbf s|\uparrow\rangle=l_z/2$, since $s_x$ and $s_y$ have no diagonal elements. The projectors (\ref{eq:pp}) and (\ref{eq:pm}) then become $(4+l_z)/7$ and $(3-l_z)/7$. For spin down the sign of $l_z$ is reversed. With $\mu=\mathrm{Tr}(A l_z)/\mathrm{Tr}A$, the mean $m$ of the emitting orbitals,
\begin{equation}
R_\uparrow=\frac{4+\mu}{3-\mu},\qquad R_\downarrow=\frac{4-\mu}{3+\mu}.
\label{eq:spin}
\end{equation}

The dipole factor is proportional to $\sin\theta\,e^{i\phi}$. Multiplying $Y_{3m}$ by it gives g and d waves with squared coefficients $(m+4)(m+5)/63$ and $(3-m)(2-m)/35$. Interference between d and g waves vanishes on integration over direction, because they are orthogonal. Using $\sum_m m^2=28$ and the vanishing sums of odd powers,
\begin{align}
\mathrm{Tr}\,A&\propto\frac{28+140}{63}+0.3^2\,\frac{28+42}{35}=2.847,\\
\mathrm{Tr}(A l_z)&\propto\frac{9\cdot28}{63}-0.3^2\,\frac{5\cdot28}{35}=3.64 .
\end{align}
Thus $\mu=1.279$, and (\ref{eq:spin}) gives $R_\uparrow=3.07$ and $R_\downarrow=0.636$. Direct evaluation of the dipole integrals gives the same two values in the numerical output.

The light favours orbitals with positive $m$, and spin-orbit coupling ties orbital direction to spin direction differently in the two levels. Adding the two spin channels before dividing removes $\mu$:
\begin{equation}
\frac{(4+\mu)+(4-\mu)}{(3-\mu)+(3+\mu)}=\frac43 .
\end{equation}
The statistical ratio returns when the spin information is discarded.

\section*{Calculated quantities}
\begin{verbatim}
input doublet separation: 1.70 eV
assumed reading uncertainty: 0.05 eV
l.s for j=5/2 and j=7/2: -2.000, 1.500
number of states, j=5/2 and j=7/2: 6, 8
spin-orbit constant zeta: 0.4857 eV
zeta in atomic units: 0.01785 hartree
uncertainty of zeta: 0.0143 eV
B(7/2) relative to weighted centroid: -0.7286 eV
B(5/2) relative to weighted centroid: +0.9714 eV
separation from many-electron test: 1.7000 eV
area ratio 7/2 to 5/2, dipole test: 1.3333
area fraction of 7/2 line: 57.14 %
area fraction of 5/2 line: 42.86 %
assumed d and g radial amplitudes: 0.3, 1.0
circular light, spin-up ratio: 3.067
circular light, spin-down ratio: 0.636
Gaussian full width at half maximum: 1.2 eV
  separation of raw maxima: 1.686 eV
  zeta from raw maxima: 0.482 eV
  ratio of raw heights: 1.330
Gaussian full width at half maximum: 1.5 eV
  separation of raw maxima: 1.570 eV
  zeta from raw maxima: 0.448 eV
  ratio of raw heights: 1.306
assumed crystal-field rms: 0.050 eV
crystal-field change of centroid separation: +0.00038 eV
change at half the field: +0.00009 eV
crystal-field spread of 7/2 levels: 0.124 eV
crystal-field spread of 5/2 levels: 0.111 eV
rough B of Hf 4f7/2: 17 eV
rough B of O 2s: 23 eV
assumed 4f-O 2s coupling: 0.3 eV
O 2s mixing change of separation: -0.0059 eV
rough photon energy: 1487 eV
kinetic energies 7/2, 5/2: 1470.0, 1468.3 eV
assumed inverse power of cross section: 3
area ratio with kinetic-energy effect: 1.3287
assumed 7/2 radial-amplitude excess: 1 %
area ratio with amplitude excess: 1.3601
hydrogen-like charge giving this zeta: 36.64
Dirac excess over first-order splitting: 0.57 %
\end{verbatim}
